# Why equal capture numbers fail for point-island size distributions

Atoms land at random on a crystal surface, wander over it, and meet. Where two meet they stop and form an island, and later arrivals either join an existing island or found a new one. Suppose that every island, however many atoms it holds, occupies a single site. A wandering atom then cannot tell a large island from a small one, since both present the same edge. It seems to follow that all islands alive at a given moment grow at the same mean rate, and that they differ in size because they differ in age and because arrivals are random. A theory built on this idea gives a fair value for the number of islands. Its distribution of island sizes is wrong, and the reason lies in what the islands remember about their surroundings.

## The model and its bookkeeping

Take a square lattice with unit lattice constant. Atoms arrive at rate $F$ per site, and a free atom (a monomer) hops to each of its four neighbours at rate $D$. The control parameter is $R=D/F$, and the coverage $\theta=Ft$ serves as the clock. Two monomers on one site form an immobile island of size $s=2$. A monomer that reaches an island site, by hopping or by landing there, joins it for good. Islands do not merge or lose atoms.

Let $n_1$ be the monomer density, $N_s$ the density of islands of size $s$, and $N=\sum_{s\ge2}N_s$, all per site. Let $\bar A_s$ be the mean number of atoms captured per unit coverage by an island of size $s$. Islands enter class $s$ when those of size $s-1$ capture an atom and leave it when they capture one themselves, so for $s>2$

$$\frac{dN_s}{d\theta}=\bar A_{s-1}N_{s-1}-\bar A_sN_s .$$

With the true $\bar A_s$ this is a statement of counting, correct for averages over many realizations. Approximation enters when $\bar A_s$ is chosen. For point islands the standard mean-field choice is one value for all $s$.

## What equal capture rates predict

In mean field an island captures monomers at rate $D\sigma n_1$, where $\sigma$ is the dimensionless capture number. Two monomers diffuse relative to each other with coefficient $2D$, so one monomer meets others at rate $2D\sigma n_1$ if the same $\sigma$ is used. Counting each pair once supplies a factor $\tfrac12$, and nucleation proceeds at rate $D\sigma n_1^2$ per site. Each nucleation removes two monomers. Dividing by $F$, and neglecting direct landings on occupied sites because $N$ and $n_1$ are small, gives

$$\frac{dN}{d\theta}=R\sigma n_1^2,\qquad \frac{dn_1}{d\theta}=1-2R\sigma n_1^2-R\sigma n_1N .$$

After a short initial period $n_1\ll N$. The nucleation loss is then small beside capture, and $n_1$ follows the balance of supply and capture, $n_1=1/(R\sigma N)$. Inserting this in the first equation, with $\sigma$ treated as constant,

$$N^2\,dN=\frac{d\theta}{R\sigma}\quad\Rightarrow\quad N^3=\frac{3\theta}{R\sigma}.$$

The capture rate per island and unit coverage is $R\sigma n_1=1/N$: the arriving atoms are shared equally. An island born at coverage $b$ therefore expects

$$\Lambda=\int_b^\theta\frac{d\theta'}{N(\theta')}$$

captures. Let $p_s$ be the probability that it has size $s$. With $\Lambda$ as clock, $dp_s/d\Lambda=p_{s-1}-p_s$ and $p_2(0)=1$. Writing $p_s=e^{-\Lambda}g_s$ removes the loss term and leaves $dg_s/d\Lambda=g_{s-1}$ with $g_2=1$. Repeated integration gives $g_s=\Lambda^{s-2}/(s-2)!$. The number of captures is Poisson distributed, with mean and variance both equal to $\Lambda$.

For large islands the relative Poisson scatter $1/\sqrt\Lambda$ vanishes, and size becomes a function of age. Put $N=c\,\theta^{1/3}$. Then

$$\Lambda=\frac{3}{2c}\left(\theta^{2/3}-b^{2/3}\right),\qquad S\simeq\frac{\theta}{N}=\frac{\theta^{2/3}}{c},$$

where $S$ is the mean size. The scaled size $u=s/S$ is

$$u=\frac32\left[1-\left(\frac b\theta\right)^{2/3}\right].$$

Islands larger than $uS$ are those born before $b$. Their fraction is $N(b)/N(\theta)=(b/\theta)^{1/3}$, and solving the last equation for $b/\theta$ gives

$$P(U>u)=\left(1-\frac{2u}{3}\right)^{1/2},\qquad f(u)=-\frac{dP}{du}=\frac13\left(1-\frac{2u}{3}\right)^{-1/2}.$$

The density $f$ rises to a singularity at $u=3/2$, and nothing lies beyond. Early on, when $N$ was small, each island grew fast, at rate $1/N$, but nucleation was enhanced more strongly, in proportion to $1/N^2$. The oldest islands therefore pile up at the edge.

The moments follow with $v=1-2u/3$, so that $du=-\tfrac32dv$:

$$\langle u\rangle=\int_0^{3/2}P\,du=\frac32\int_0^1v^{1/2}dv=1,$$

$$\langle u^2\rangle=2\int_0^{3/2}uP\,du=\frac92\int_0^1(1-v)v^{1/2}dv=\frac92\left(\frac23-\frac25\right)=\frac65 .$$

The variance of $u$ is $1/5$. At finite $S$ the mean number of captures is $S-2$. Adding the Poisson variance to that of $\Lambda$ gives

$$\frac{\mathrm{Var}(s)}{S^2}\simeq\frac15\left(1-\frac2S\right)^2+\frac{S-2}{S^2}.$$

Numerical integration of the full mean-field hierarchy at $R\sigma=10^9$ and $\theta=0.1$ gives $S=150.7$ and a variance of $0.204$, where this formula gives $0.201$. The fraction of islands above the mean size is $0.571$, against $1/\sqrt3=0.577$ from the scaling law.

## Capture belongs to a place

The monomers see more than the edge of an island. When the monomer density adjusts quickly and nucleation loss is neglected, its local value $n$ obeys, on every free site,

$$D\Big(\sum_{\rm nb}n_{\rm nb}-4n\Big)+F=0,$$

with $n=0$ on island sites. Setting $n=\phi/R$ removes both rates:

$$4\phi-\sum_{\rm nb}\phi_{\rm nb}=1 .$$

Island $i$ receives hops from its four neighbours at total rate $D\sum n_{\rm nb}$ and direct landings at rate $F$. Per unit coverage it captures

$$A_i=1+\sum_{{\rm nb\ of\ }i}\phi_{\rm nb}.$$

This is the island's capture area in sites. To see that the areas share out the surface, sum the equation for $\phi$ over all free sites. The right side is the number of free sites. On the left, terms for hops between free sites cancel in pairs, and the hops onto islands remain. Those hops add up to $\sum_i(A_i-1)$. Adding one site per island shows that $\sum_iA_i$ equals the number of lattice sites, and the mean area is $1/N$.

Mean field thus has the right average. But $A_i$ depends on where the neighbouring islands are, and the size $s$ appears nowhere in its equation. How can $\bar A_s$ then depend on $s$?

## A solvable model of memory

Give each island a factor $a$, its capture area divided by the mean area. Let $a$ have mean 1 and variance $v$, be independent of age, and stay fixed for the life of the island. An island of given age now expects $a\Lambda$ captures. Its size variance is the mean Poisson variance plus the variance of the expectation:

$$\mathrm{Var}(s\,|\,\text{age})=\langle a\Lambda\rangle+\mathrm{Var}(a\Lambda)=\Lambda+v\Lambda^2 .$$

The second term overtakes the first at $\Lambda=1/v$. Growing larger islands therefore does not cure mean field. It removes the Poisson scatter that had been hiding the error.

Now let memory be short. Divide the island's history into $m$ periods, each worth $\Lambda/m$ expected captures in mean field, and draw a new independent factor in each. The $m$ variances add:

$$\mathrm{Var}(s\,|\,\text{age})=\Lambda+m\,v\left(\frac{\Lambda}{m}\right)^2=\Lambda+\frac{v\Lambda^2}{m}.$$

At every instant the areas are as unequal as before, yet for $m\to\infty$ the mean-field result returns. Unequal areas are not sufficient; they must also last.

In this model they last by assumption. On the surface there is a reason to expect some persistence. Islands do not move, so the landscape of areas changes through nucleation. Since $N\propto\theta^{1/3}$ in mean field, half the islands present at $\theta$ already existed at $\theta/8$. By this estimate, seven eighths of the atoms arrive while the number of islands merely doubles.

The fixed factor also answers the question about $\bar A_s$. At given age, size and factor have covariance $\mathrm{Cov}(a\Lambda,a)=v\Lambda$, so their correlation coefficient is

$$\frac{v\Lambda}{\sqrt{v(\Lambda+v\Lambda^2)}}=\sqrt{\frac{v\Lambda}{1+v\Lambda}} .$$

A large island has no greater power to capture. It is large partly because its area was large, and that area is still there. Sorting islands by size sorts them by surroundings.

The effect on the distribution can be written down in the limit of large $S$. Then $u=aw$, where $w$ follows the mean-field law, and

$$\mathrm{Var}(u)=\langle a^2\rangle\langle w^2\rangle-1=\frac65(1+v)-1=\frac15+\frac65v .$$

Consider two equally common kinds of island, $a=1\pm\delta$, for which $v=\delta^2$. The edge at $3/2$ splits into edges at $\tfrac32(1\pm\delta)$. At $u=3/2$ the poorer kind has already ended, and

$$P\left(U>\tfrac32\right)=\frac12\left(1-\frac1{1+\delta}\right)^{1/2}=\frac12\sqrt{\frac{\delta}{1+\delta}} .$$

For $\delta=0.2$ this is $0.20$. With two kinds, a spread of 20 percent in area puts a fifth of the islands where mean field allows none; a Gaussian spread of the same width puts about a sixth there. The square root makes the edge this sensitive.

The mean area at given size also follows. Between the two edges all islands are of the richer kind, with mean factor $1+\delta$. At the other end, the density of islands of kind $a$ at $u\to0$ is $1/(3a)$, so the mean factor there is

$$\frac{\langle a\cdot a^{-1}\rangle}{\langle a^{-1}\rangle}=\frac1{\langle a^{-1}\rangle}=1-\delta^2 .$$

The smallest islands lie a little below average and the largest well above it. In between, the mean factor is not monotone: it falls towards $1-\delta$ as $u$ approaches $\tfrac32(1-\delta)$ from below, where the poorer kind piles up at its edge, and then jumps to $1+\delta$.

## A simulated surface

A kinetic Monte Carlo run shows how much of this survives when the areas arise from nucleation itself. The lattice has $384\times384=147456$ sites with helical periodic boundaries (each row continues into the next), $R=5\times10^5$, and growth stops at $\theta=0.3$. One run gives $1377$ islands, so

$$N=\frac{1377}{147456}=0.00934,\qquad S=32.1 .$$

The equation for $\phi$ was solved by conjugate gradients for the island positions at twelve coverages, $\theta_k=0.3\,(k/12)^{3/2}$. At the end it gives $\sigma=(1/N-1)/\bar\phi=1.88$, where $\bar\phi$ is the lattice average. With this value mean field predicts

$$N=\left(\frac{3\times0.3}{5\times10^5\times1.88}\right)^{1/3}=0.0099,$$

about 5 percent above the simulation. Since $\sigma$ came from the simulated positions, and its final value was used for the whole history, this is a check of consistency and not an independent prediction of $N$.

The areas describe real growth. Over the last interval, the atoms gained by each island were regressed on the gain forecast from its area at the start. The slope is $1.0$, with a sampling error of about $0.07$, whereas equal capture rates would imply no dependence on area. The areas also follow the geometry: their correlation with the number of sites nearest to each island is $0.93$.

The relative variance of the areas at the end is $v=0.043$, a spread of about 21 percent. Grouped by size, the mean area relative to the average over all islands is

- $0.92\pm0.01$ for $u<0.5$,
- $0.94\pm0.01$ for $0.5\le u<1$,
- $1.02\pm0.01$ for $1\le u<1.5$,
- $1.14\pm0.01$ for $1.5\le u<2$,
- $1.36\pm0.04$ for $u\ge2$, a class of 16 islands.

Mean field puts 1 in every line. The two ends resemble the solvable model, a small deficit at small sizes and a larger excess at large ones. The middle differs: fixed factors put the lowest mean area at intermediate sizes, whereas these values rise steadily.

## Separating the causes

To put equal sharing alone on trial, mean field can be given the simulation's own history. Each island keeps its true birth, and each later capture is credited in equal parts to all islands then present. This fixes $\Lambda$ for every island, and the predicted distribution is the average of the Poisson distributions. An error in $N(\theta)$ or in the total capture rate can no longer be blamed.

The squared deviations of the simulated sizes from these expectations, summed over islands, are $2.0$ times the Poisson value. The scaled size variance is $0.244$, against $0.205$ in mean field.

Next, the equal shares are replaced by shares proportional to the computed areas. Within each interval an island's share is the average of its values at the two ends, or the final value if it was born in between. These areas know the positions of islands and nothing of their sizes. Deviations from the new expectations are $0.94$ times the Poisson value. For 1377 islands the sampling error of this ratio is about $0.04$, so it is compatible with 1. The excess variance at given age is accounted for by the areas.

Finally, the same shares are permuted at random in each interval, among the islands already present and separately among the newborn. The inequality of areas survives and their memory does not. The variance they add to the Poisson value falls from $1.08$ to $0.16$ in the same units. It does not vanish because a share is still held throughout an interval, which corresponds to finite $m$.

The whole distributions can be compared through the largest vertical distance between cumulative curves. Chance alone produces some distance. Its size was found by drawing 1000 sets of islands from each theory with the expected captures held fixed, and noting the level exceeded by 1 percent of them.

- Equal shares: distance $0.044$, chance level $0.028$.
- Persistent areas: distance $0.015$, chance level $0.024$.
- Permuted areas: distance $0.038$, chance level $0.028$.

The first and third theories are rejected at this level and the second is not. The difference is plainest among islands larger than twice the mean. The simulation has a fraction $0.012\pm0.003$ of them, persistent areas give $0.014$, equal shares $0.002$ and permuted areas $0.003$.

How permanent are the areas? With fixed factors the added variance in Poisson units would be $v\langle\Lambda^2\rangle/\langle\Lambda\rangle$. The mean-field moments give $\langle\Lambda^2\rangle=\tfrac65\langle\Lambda\rangle^2$, and $\langle\Lambda\rangle=S-2=30.1$, so

$$\frac65\,v\,\langle\Lambda\rangle=1.2\times0.043\times30.1=1.55 .$$

The areas in the run add $1.08$, about 70 percent of this. The estimate applies the final $v$ to the whole history, so the shortfall suggests incomplete memory but does not measure it.

## The part played by age

Age, size and free area are all correlated here, but not equally and not for the same reason. Age and size have a correlation coefficient of $0.87$, with age measured by the mean-field $\Lambda$. Mean field contains such a correlation already, so this is no fault of the theory. Size and area have $0.38$. When the part of size expected from age is subtracted, the correlation with area rises to $0.59$, because the spread of ages no longer masks it.

Age and area have $0.11$, with a chance error of $0.03$. The oldest third of the islands have areas $1.02\pm0.01$ times the average and the youngest third $0.97\pm0.01$. In this run the link is weak: a linear dependence on age accounts for $0.11^2$, about 1 percent, of the variance of the final areas. A theory that gave each age its own mean area, and nothing more, would miss nearly all of that variance. For sizes the weak link counts for more, because it adds to the large spread of ages. Of the gap $0.244-0.205=0.039$ in scaled size variance, the excess scatter about the mean-field expectations supplies $(2.02-1)\times30.1/32.1^2=0.030$, and the remaining quarter is covariance with age. What equal sharing lacks is chiefly, though not only, the memory of individual islands.

## What a closed theory must carry

Let $N_s(A)$ be the density of islands of size $s$ and capture area $A$. While no nucleation alters the areas,

$$\frac{\partial N_s(A)}{\partial\theta}=A\,N_{s-1}(A)-A\,N_s(A).$$

Summing over $A$ restores the counting equation, with

$$\bar A_s=\frac{\sum_AA\,N_s(A)}{\sum_AN_s(A)} .$$

The values of $N_s$ at one moment do not fix this average. Their full history would, through the counting equation, but that history is what a theory has to predict. For this it needs the joint distribution, and therefore a rule for how nucleation creates new areas and cuts old ones. Mean field replaces the joint distribution by a product of one for size and one for area, and then $\bar A_s$ is the same for all $s$. Persistent areas destroy the product form even if it holds at the start.

The same equations show where equal sharing is sound. It holds if the areas are equal, as for islands seeded on a regular grid with no further nucleation. Within the solvable model it is also adequate when $v\Lambda/m\ll1$, with $m=1$ for areas that never change, so that Poisson scatter dominates. Larger islands therefore need more frequent renewal. In the simulation $v\langle\Lambda\rangle=0.043\times30.1=1.3$, so the two sources of scatter are comparable and the failure is moderate. In the solvable model with fixed areas and the same $v$, the failure becomes more pronounced as islands grow larger.

These numbers belong to one run of a point-island model at one value of $R$. Islands of finite extent have an edge that grows with size, which adds a true dependence of capture on $s$. A capture number computed from the island's radius in an average environment would include that effect and still omit the memory described here.
